# The Vineyard Rate: Attempt Frequency from Normal Modes at Minimum and Saddle

## 1. What scaling and symmetry already fix

An atom in a metal hops when the crystal passes from one potential minimum $A$, over a saddle point $S$, into a neighbouring minimum. Let the crystal have $N$ classical coordinates. Small motion about $A$ has $N$ angular frequencies $\omega_i$. At $S$ there are $N-1$ stable frequencies $\omega_j^\ddagger$ and one direction of exponential growth with rate constant $\kappa$. We seek the rate $\Gamma$ at temperature $T$ when $k_BT$ is far below the barrier $\Delta V=V_S-V_A$.

Near each point the energy is quadratic in displacements and momenta. If both are measured in units proportional to $\sqrt{k_BT}$, the temperature drops out of the quadratic energy divided by $k_BT$, while the linear equations of motion keep their time scale. Temperature therefore enters only through $e^{-\Delta V/k_BT}$ at this order.

A stable mode in the well has thermal width proportional to $1/\omega_i$. A narrower well holds less population, so the rate per unit population is proportional to each $\omega_i$. A stable mode at the saddle sets the width of the opening, so the rate is proportional to each $1/\omega_j^\ddagger$. Rotating the coordinates cannot change either width product. Hence

$$
\Gamma=f(\kappa)\,\frac{\prod_{i=1}^{N}\omega_i}{\prod_{j=1}^{N-1}\omega_j^\ddagger}\,e^{-\Delta V/k_BT}.
$$

The ratio already has the dimension of inverse time. The factor $f$ must be dimensionless, and no dimensionless number can be formed from $\kappa$ alone, so $f$ is a constant. The derivation below gives $f=1/2\pi$ and states when the argument holds.

## 2. Coordinates and assumptions

Let $x_a$ be Cartesian displacements with masses $m_a$, and let $K$ be the matrix of second derivatives of $V$. Define $q_a=\sqrt{m_a}\,x_a$ and $p_a=\dot q_a$. Then

$$
H=\tfrac12\sum_a p_a^2+V(q),\qquad D=M^{-1/2}KM^{-1/2},
$$

where $M$ is the diagonal mass matrix and $D$ is the Hessian in the coordinates $q$. Its eigenvalues at $A$ are $\omega_i^2>0$. At $S$ they are $-\kappa^2$ and $(\omega_j^\ddagger)^2>0$. A fixed host removes free translations, which would otherwise give zero eigenvalues.

We assume that the nuclei are classical, that the well stays in thermal equilibrium while it leaks, and that a system which has left the saddle region settles in the new well before it can return. The rate is that of one saddle.

## 3. Flux divided by population

Place a plane through $S$ with unit normal $n$ pointing out of $A$. It serves as the boundary of the well near $S$; elsewhere the boundary lies at energies that contribute negligibly to this crossing. In equilibrium the phase-space density is proportional to $e^{-H/k_BT}$. The outward flux is the density on the plane times the normal velocity $p_n=n\cdot p$, counted where $p_n>0$.

The momentum integrals parallel to the plane cancel between flux and population. The normal one leaves

$$
\langle p_n\theta(p_n)\rangle=\frac{\int_0^\infty p\,e^{-p^2/2k_BT}dp}{\int_{-\infty}^{\infty}e^{-p^2/2k_BT}dp}
=\frac{k_BT}{\sqrt{2\pi k_BT}}=\sqrt{\frac{k_BT}{2\pi}} .
$$

The one-way rate is therefore

$$
\Gamma_n=\sqrt{\frac{k_BT}{2\pi}}\;\frac{\int_{\rm plane}e^{-V/k_BT}\,d\sigma}{\int_A e^{-V/k_BT}\,dq}.
$$

This is the transition-state rate for the chosen plane. It counts every outward crossing, including those of trajectories that soon turn back.

## 4. The two Gaussian integrals

In normal coordinates at $A$, $V=V_A+\frac12\sum_i\omega_i^2Q_i^2$. Each mode contributes $\sqrt{2\pi k_BT}/\omega_i$, so

$$
\int_A e^{-V/k_BT}dq=e^{-V_A/k_BT}\frac{(2\pi k_BT)^{N/2}}{\prod_i\omega_i}.
$$

Extending the limits to infinity costs only terms exponentially small in the barrier over $k_BT$.

Let $C$ be $D_S$ restricted to the plane. If $C$ is positive definite, the plane integral is $e^{-V_S/k_BT}(2\pi k_BT)^{(N-1)/2}/\sqrt{\det C}$. Dividing, and using

$$
\sqrt{\frac{k_BT}{2\pi}}\,\frac{(2\pi k_BT)^{(N-1)/2}}{(2\pi k_BT)^{N/2}}
=\sqrt{\frac{k_BT}{2\pi}}\,\frac1{\sqrt{2\pi k_BT}}=\frac1{2\pi},
$$

we obtain

$$
\Gamma_n=\frac1{2\pi}\frac{\prod_i\omega_i}{\sqrt{\det C}}\,e^{-\Delta V/k_BT}.
$$

## 5. Which plane?

Choose an orthonormal basis whose first vector is $n$. Then $C$ is what remains of $D_S$ after its first row and column are deleted. The cofactor formula for an inverse gives $(D_S^{-1})_{11}=\det C/\det D_S$, or

$$
\det C=g\,\det D_S,\qquad g=n^{\mathsf T}D_S^{-1}n .
$$

Expand $n$ in the saddle modes, with component $n_u$ along the unstable one and $n_j$ along the others:

$$
g=-\frac{n_u^2}{\kappa^2}+\sum_j\frac{n_j^2}{(\omega_j^\ddagger)^2},\qquad
\det D_S=-\kappa^2\prod_j(\omega_j^\ddagger)^2 .
$$

A restriction of $D_S$ to a plane has at most one negative eigenvalue, because $D_S$ has one. Thus $\det C>0$ ensures that $C$ is positive definite, and the admissible planes are those with $g<0$. For them

$$
\sqrt{\det C}=\kappa\sqrt{|g|}\prod_j\omega_j^\ddagger,\qquad
\kappa^2|g|=n_u^2-\sum_j\frac{\kappa^2n_j^2}{(\omega_j^\ddagger)^2}\le n_u^2\le1 .
$$

The one-way rate is smallest when $\kappa^2|g|=1$, which requires $n$ to be the unstable mode. The plane then contains the $N-1$ stable modes and

$$
\boxed{\;\Gamma=\nu^*e^{-\Delta V/k_BT},\qquad
\nu^*=\frac1{2\pi}\frac{\prod_{i=1}^N\omega_i}{\prod_{j=1}^{N-1}\omega_j^\ddagger}
=\frac{\prod_{i=1}^N\nu_i}{\prod_{j=1}^{N-1}\nu_j^\ddagger}\;}
$$

with $\nu=\omega/2\pi$. This $\Gamma$ is called the Vineyard rate, and $\nu^*$ its attempt frequency. The numerator contains $N$ factors of $2\pi$ and the denominator $N-1$; the prefactor $1/2\pi$ absorbs the difference.

For $N=1$ the denominator is empty and $\nu^*$ is the vibration frequency of the well. The same holds in many dimensions if the other $N-1$ frequencies are unchanged between $A$ and $S$. In general $\nu^*$ is not the frequency of any one mode: it also records how the hop stiffens or softens the surroundings.

## 6. Why the smallest flux is the right one

Along the unstable mode $\ddot q_u=\kappa^2q_u$, with solution

$$
q_u(t)=\tfrac12\Big(q_u+\frac{p_u}{\kappa}\Big)e^{\kappa t}+\tfrac12\Big(q_u-\frac{p_u}{\kappa}\Big)e^{-\kappa t}.
$$

A trajectory that starts on the optimal plane has $q_u=0$ and follows $q_u(t)=(p_u/\kappa)\sinh\kappa t$. It changes sign once. Within the quadratic saddle region there is no recrossing, and the one-way flux is the true flux.

On a tilted plane we must keep only crossings whose destination is the product side, $Y=p_u+\kappa q_u>0$, and count them with the sign of $p_n$. A trajectory from $A$ to the product then contributes a net one, and a trajectory that begins and ends on the product side contributes zero. We need $\langle p_n\theta(Y)\rangle$ for Gaussian variables. Write $p_n=cY+Z$, with $Z$ independent of $Y$ and of zero mean. Then $c=\langle p_nY\rangle/\sigma_Y^2$. Since $\langle Y\theta(Y)\rangle=\sigma_Y/\sqrt{2\pi}$,

$$
\langle p_n\theta(Y)\rangle=\frac{\langle p_nY\rangle}{\sqrt{2\pi}\,\sigma_Y},\qquad \langle p_nY\rangle=n_uk_BT .
$$

Positions on the plane have covariance $k_BT\,G$ with

$$
G=D_S^{-1}-\frac{D_S^{-1}nn^{\mathsf T}D_S^{-1}}{g}.
$$

Indeed $Gn=0$, and $GD_St=t$ for every $t$ perpendicular to $n$, so $G$ inverts the restricted Hessian. With $g=-|g|$, its component along the unstable mode gives

$$
\sigma_Y^2=k_BT+\kappa^2k_BT\Big(-\frac1{\kappa^2}+\frac{n_u^2}{\kappa^4|g|}\Big)=\frac{k_BT\,n_u^2}{\kappa^2|g|}.
$$

Dividing by the one-way average $\sqrt{k_BT/2\pi}$ and taking $n_u>0$, the transmitted fraction is

$$
\frac{\langle p_n\theta(Y)\rangle}{\sqrt{k_BT/2\pi}}=\frac{n_u\sqrt{k_BT}}{\sigma_Y}=\kappa\sqrt{|g|}.
$$

The tilted plane overcounts by $1/(\kappa\sqrt{|g|})$, and this fraction removes the excess. In the harmonic saddle region the corrected rate does not depend on the plane.

## 7. Where the masses enter

Since $\det D=\det K/\prod_am_a$, we have

$$
\prod_i\omega_i=\sqrt{\frac{\det K_A}{\prod_a m_a}},\qquad
\kappa\prod_j\omega_j^\ddagger=\sqrt{\frac{|\det K_S|}{\prod_a m_a}} .
$$

Dividing the first by the second and multiplying by $\kappa/2\pi$ gives

$$
\nu^*=\frac{\kappa}{2\pi}\sqrt{\frac{\det K_A}{|\det K_S|}} .
$$

The square root depends on forces alone, so all mass dependence sits in $\kappa$. This does not contradict the mode formula, where $\kappa$ is absent: there the masses are hidden in the two products.

Let $P_1$ project onto the three coordinates of the jumping atom, of mass $m_1$, and let $e$ be the normalized unstable eigenvector. From $\partial M^{-1/2}/\partial\ln m_1=-\frac12P_1M^{-1/2}$,

$$
\frac{\partial D_S}{\partial\ln m_1}=-\tfrac12(P_1D_S+D_SP_1).
$$

First-order perturbation theory and $D_Se=-\kappa^2e$ then give

$$
\frac{\partial(-\kappa^2)}{\partial\ln m_1}=\kappa^2s_1,\quad s_1=e^{\mathsf T}P_1e
\quad\Longrightarrow\quad
\frac{\partial\ln\nu^*}{\partial\ln m_1}=-\frac{s_1}{2}.
$$

If the jumper moves alone, $s_1=1$ and $\nu^*\propto m_1^{-1/2}$. If neighbours share the unstable motion, the dependence is weaker.

## 8. A two-coordinate case that can be integrated directly

In reduced units take masses 1 and 3 and

$$
V=(x^2-1)^2+3(1+0.4x^2)(y-0.5x)^2 .
$$

The minima are at $\pm(1,0.5)$, the saddle is at the origin and the barrier is 1. The Hessians are

$$
K_A=\begin{pmatrix}10.1&-4.2\\-4.2&8.4\end{pmatrix},\qquad
K_S=\begin{pmatrix}-2.5&-3\\-3&6\end{pmatrix},
$$

with determinants $67.2$ and $-24$. Mass weighting turns $K_S$ into a matrix with diagonal $-2.5,\,2$ and off-diagonal element $-\sqrt3$. Its trace is $-0.5$ and its determinant $-8$, so its negative eigenvalue is $-0.25-\sqrt{8.0625}=-3.089$ and $\kappa=1.758$. Thus

$$
\nu^*=\frac{1.758}{2\pi}\sqrt{\frac{67.2}{24}}=0.468 .
$$

Numerical integration of the full flux expression, without a harmonic expansion, gives 0.9888, 0.9945 and 0.9973 times the Vineyard rate at $k_BT=0.04$, 0.02 and 0.01. The deviation halves with temperature. The scaling of Section 1 explains this: with $q\propto\sqrt{k_BT}$, cubic terms in $V/k_BT$ are of order $\sqrt{k_BT}$ and quartic terms of order $k_BT$. A single cubic term averages to zero by symmetry, so the first surviving correction, from quartic terms and squared cubic terms, is of order $k_BT$.

Now tilt the dividing line by 25 degrees in the mass-weighted plane $(q_1,q_2)=(x,\sqrt3\,y)$. The stable eigenvalue is $-0.25+\sqrt{8.0625}=2.589$, so $\kappa^2|g|=\cos^225^\circ-(3.089/2.589)\sin^225^\circ=0.608$. The one-way rate rises by a predicted factor $0.608^{-1/2}=1.282$, the same for either sense of tilt. For the clockwise tilt, direct integration at $k_BT=0.01$ gives 1.279; the anharmonic correction depends on the sense. Sampling positions and momenta on the tilted line, and assigning each its destination by the sign of $Y$ from the linearized motion, gives a transmitted fraction 0.781. The product $0.781\times1.282=1.001$ confirms the recrossing correction within the 1% tolerance of the test.

## 9. A vacancy hop in a model fcc metal

Vacancy hops can carry atoms through the interior of a metal grain. As a model, let atoms of mass 64 u interact through the Morse pair energy

$$
\phi(r)=\epsilon\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right],
$$

with $\epsilon=0.35$ eV, $\alpha=1.4$ Å$^{-1}$ and $r_0=2.8$ Å. These are round parameters, not a fit to a real metal, and pair forces omit the many-atom character of metallic bonding. Minimizing the perfect-crystal energy gives the lattice constant $a=3.535$ Å. An atom next to a vacancy hops into it, while atoms around the hop relax inside a frozen host.

**Size of the mobile region.** With 55, 133 and 233 mobile atoms the barrier is 0.927, 0.859 and 0.837 eV, and $\nu^*$ is 5.35, 6.62 and 7.36 THz. Neither is converged to the bulk limit. The falling barrier shows that releasing more atoms lowers the saddle energy relative to the minimum. The numbers below belong to the 233-atom region.

**Modes.** There are $3\times233=699$ modes at the minimum and 698 stable modes at the saddle. The remaining mode is unstable, with $\kappa/2\pi=3.08$ THz. In the smallest region, following it downhill both ways was tested to reach two minima of equal energy, with the jumping atom's two end positions one neighbour distance apart to within 15%. There the saddle does connect neighbouring vacancy sites. The determinant form gives

$$
\nu^*=3.076\ \text{THz}\times2.392=7.36\ \text{THz}.
$$

If the jumping atom vibrates along the hop direction with all others held still, its frequency is 5.99 THz. Used as an attempt frequency, this is 19% below the Vineyard value for the same region.

**Mass.** The jumper carries $s_1=0.935$ of the squared unstable eigenvector. Doubling its mass multiplies $\nu^*$ by 0.722. A solitary jumper would give $2^{-1/2}=0.707$; the difference reflects the neighbours' share.

**Rates.** At 400 K, $\Delta V/k_BT=24.29$, and at 600 K it is 16.19. Hence

$$
\Gamma(400\ \text{K})=7.36\times10^{12}\,e^{-24.29}\ \text{s}^{-1}\approx2.1\times10^{2}\ \text{s}^{-1},
$$

$$
\Gamma(600\ \text{K})=7.36\times10^{12}\,e^{-16.19}\ \text{s}^{-1}\approx6.8\times10^{5}\ \text{s}^{-1}.
$$

The barrier's size dependence matters more than that of $\nu^*$. Going from 133 to 233 atoms changes the 400 K rate by $e^{0.0217/0.03447}\times7.359/6.621\approx1.88\times1.11\approx2.1$. This single step does not bound the remaining error, but it shows that the rates above belong to the finite region and are not converged values for the model's bulk limit.

**Diffusion.** A vacancy has 12 equivalent hops of squared length $a^2/2$. If successive hops are independent, its mean-square displacement in time $t$ is $12\Gamma t\,a^2/2=6D_vt$, so

$$
D_v=a^2\Gamma .
$$

This gives $2.6\times10^{-17}$ m²/s at 400 K and $8.6\times10^{-14}$ m²/s at 600 K. It is the diffusivity of the vacancy. That of the atoms also depends on how many vacancies there are and on correlations between an atom's successive moves.

## 10. Conditions and failure

**Equilibrium.** The total escape rate at 600 K is $12\Gamma\approx8.2\times10^6$ s$^{-1}$, a mean waiting time of about $1.2\times10^{-7}$ s. The slowest mode at the minimum, at 1.97 THz, has a period of about $5\times10^{-13}$ s. That lowest frequency is set by the frozen host and falls as the mobile region grows, so it only indicates the local time scale. The waiting time spans many such periods, but uncoupled harmonic modes do not exchange energy. Equilibration relies on anharmonic coupling and is assumed here.

**Anharmonicity.** The formula loses accuracy when a mode is so soft that its thermal excursion leaves the quadratic region. When $k_BT$ is comparable with the barrier, neither the low-temperature expansion nor the assumed equilibrium in the well is assured. If a stable saddle frequency tends to zero, the formula diverges; the true integral over that direction is then limited by higher-order terms.

**Quantum nuclei.** With $x=h\nu/k_BT$, a quantized oscillator has partition function

$$
\sum_{n=0}^{\infty}e^{-x(n+1/2)}=\frac{e^{-x/2}}{1-e^{-x}}=\frac1{2\sinh(x/2)},
$$

against $1/x$ classically. Their ratio is $b(x)=(x/2)/\sinh(x/2)$. Quantizing the stable modes therefore multiplies the rate by

$$
\frac{\prod_jb(x_j^\ddagger)}{\prod_ib(x_i)}\simeq1+\frac1{24}\Big(\sum_ix_i^2-\sum_jx_j^{\ddagger\,2}\Big),
$$

where the last form holds for small $x$ and small total correction. The full product is 0.985 at 400 K and 0.993 at 600 K. These small reductions do not include tunnelling along the unstable mode, which enters at the same order in $h$. For a parabolic barrier its factor is $b$ continued to imaginary frequency, $(x_u/2)/\sin(x_u/2)\simeq1+x_u^2/24$ with $x_u=\hbar\kappa/k_BT$. Here $x_u=0.369$ at 400 K and $0.246$ at 600 K, which gives 1.0057 and 1.0025. Tunnelling thus cancels more than a third of each reduction, leaving 0.991 and 0.996. At low temperature or for light atoms, as $x_u$ approaches $2\pi$, this form fails and tunnelling needs a separate treatment.

The numerical output gives the values at higher printed precision; those extra digits describe the finite model, not the accuracy of a bulk prediction.

## Computed values

```
TWO-COORDINATE MODEL (reduced units, barrier 1)
masses: 1, 3
stiffness 6.0, slope 0.5, stiffening 0.4
Vineyard prefactor: 0.46810
kT = 0.04: full flux rate / Vineyard = 0.98883
kT = 0.02: full flux rate / Vineyard = 0.99450
kT = 0.01: full flux rate / Vineyard = 0.99727
dividing line tilt: -25 degrees
tilted flux / Vineyard, formula: 1.2822
tilted flux / Vineyard, quadrature at kT=0.01: 1.2790
sampled transmission of tilted line: 0.7810
transmission * tilted formula: 1.0013
VACANCY HOP IN MORSE FCC MODEL
pair depth: 0.35 eV; inverse width: 1.4 1/angstrom
pair distance: 2.8 angstrom; mass: 64 u
lattice constant: 3.5352 angstrom
neighbour distance: 2.4997 angstrom
55 mobile atoms: barrier 0.9270 eV, nu* 5.350 THz
133 mobile atoms: barrier 0.8588 eV, nu* 6.621 THz
233 mobile atoms: barrier 0.8371 eV, nu* 7.359 THz
modes at minimum: 699; stable at saddle: 698
minimum: lowest 1.965, highest 10.936 THz
saddle: lowest 1.994, highest 11.519 THz
unstable mode kappa/(2 pi): 3.076 THz
sqrt(det K_A / |det K_S|): 2.3924
attempt frequency nu*: 7.359 THz
single-atom frequency along hop: 5.992 THz
jumper share of unstable mode: 0.9347
nu* ratio, jumper mass doubled: 0.7220
T = 400 K: kT = 0.03447 eV, barrier/kT = 24.286
  hop rate per neighbour: 2.0880e+02 1/s
  total rate, 12 neighbours: 2.5056e+03 1/s
  vacancy diffusivity: 2.6094e-17 m^2/s
  quantum factor, stable modes: 0.9850
T = 600 K: kT = 0.05170 eV, barrier/kT = 16.190
  hop rate per neighbour: 6.8457e+05 1/s
  total rate, 12 neighbours: 8.2149e+06 1/s
  vacancy diffusivity: 8.5553e-14 m^2/s
  quantum factor, stable modes: 0.9930
```
